# The kinematic master formula for X-ray reflectivity

An X-ray beam strikes a coated wafer at grazing incidence, and a detector records the specularly reflected fraction $R$ as the angle is raised. The signal falls by several orders of magnitude and carries oscillations. A bare, perfectly sharp substrate would also give a steep fall, but no oscillations. How much of the curve belongs to the mere presence of a dense substrate, and how much to the way the density rises from vacuum to its bulk value? I start with the bare surface and then let the density vary.

## 1. The sharp surface

**Wave equation.** Take the sample flat and laterally uniform, with electron density $\rho(z)$: zero in vacuum ($z\to-\infty$) and constant, $\rho_\infty$, deep inside ($z\to+\infty$). The beam travels towards $+z$, with time factor $e^{-i\omega t}$.

At frequencies far above their binding frequencies the electrons respond as if free. From $m\ddot x=-eE$ follows $x=eE/(m\omega^2)$, so the polarization is $-e\rho x=-e^2\rho E/(m\omega^2)$. With $r_e=e^2/(4\pi\varepsilon_0mc^2)$ and $k_0=\omega/c$, the refractive index is

$$n^2=1-\frac{e^2\rho}{\varepsilon_0m\omega^2}=1-\frac{4\pi r_e\rho}{k_0^2}.$$

For s polarization the field lies along $y$ and depends on $x$ and $z$, so $\nabla\cdot\mathbf E=0$ and $\nabla^2E+k_0^2n^2E=0$. At grazing angle $\theta$, write $E=\psi(z)e^{ik_0x\cos\theta}$. Then

$$\psi''+(k^2-U)\psi=0,\qquad k=k_0\sin\theta,\qquad U(z)=4\pi r_e\rho(z).\tag{1}$$

The momentum transfer is $q=2k$. In vacuum $\psi=e^{ikz}+re^{-ikz}$ and $R=|r|^2$. Deep inside $\psi\propto e^{ik'z}$ with $k'^2=k^2-U_\infty$, taking the root that travels or decays inward.

**Matching.** For a step at $z=0$, continuity of $\psi$ and $\psi'$ gives $1+r_F=t_F$ and $k(1-r_F)=k't_F$. Hence

$$r_F=\frac{k-k'}{k+k'}=\frac{U_\infty}{(k+k')^2},\qquad t_F=\frac{2k}{k+k'}.\tag{2}$$

The second form of $r_F$ uses $k^2-k'^2=U_\infty$. The inner wavenumber vanishes at $k^2=U_\infty$, which defines the critical momentum transfer

$$q_c^2=4U_\infty=16\pi r_e\rho_\infty.$$

I use a model substrate with $\rho_\infty=0.70$ e/Å$^3$. With $r_e=2.818\times10^{-5}$ Å this gives $q_c=0.0315$ Å$^{-1}$.

**Limits.** Below $q_c$, $k'$ is imaginary, numerator and denominator of $r_F$ have equal modulus, and $R_F=|r_F|^2=1$: total reflection. For $q\gg q_c$, $k'\to k$, so $r_F\to U_\infty/(4k^2)=q_c^2/(4q^2)$ and

$$R_F\to\left(\frac{q_c}{2q}\right)^4.$$

At $q=0.40$ Å$^{-1}$ this limit gives $2.400\times10^{-6}$, against $2.415\times10^{-6}$ from (2), a difference of 0.6 %.

## 2. Letting the density vary

For a general profile I want $r$ expressed through the places where the density changes, since a uniform medium reflects nothing. Consider the combination $\psi'^2+(k^2-U)\psi^2$, which would be constant if $U$ were. Its derivative is

$$\begin{aligned}\frac{d}{dz}\left[\psi'^2+(k^2-U)\psi^2\right]&=2\psi'\psi''+2(k^2-U)\psi\psi'-U'\psi^2\\&=2\psi'\left[\psi''+(k^2-U)\psi\right]-U'\psi^2=-U'\psi^2,\end{aligned}$$

because the last square bracket vanishes by (1).

Now evaluate the combination at both ends. Deep inside, $\psi'^2=-k'^2\psi^2$ and $k^2-U_\infty=k'^2$, so it is zero. In vacuum,

$$\psi'^2=-k^2\left(e^{2ikz}-2r+r^2e^{-2ikz}\right),\qquad k^2\psi^2=k^2\left(e^{2ikz}+2r+r^2e^{-2ikz}\right),$$

and the sum is $4k^2r$. Integrating from vacuum to bulk gives $0-4k^2r=-\int U'\psi^2dz$, or, since $4k^2=q^2$,

$$r=\frac{1}{q^2}\int_{-\infty}^{\infty}U'(z)\,\psi(z)^2\,dz.\tag{3}$$

No approximation has been made within (1). The integrand contains $\psi^2$, not $|\psi|^2$: one factor describes the wave reaching depth $z$, the other its way back. No complex conjugate was taken, so (3) also holds for complex $U$, that is, with absorption. Numerical integration of (1) for the film of section 5 confirms (3) in both cases, with relative errors below $10^{-12}$.

**Test on the sharp surface.** There $U'=U_\infty\delta(z)$ and $\psi(0)=t_F$. Equation (3) gives

$$r_F=\frac{U_\infty t_F^2}{q^2}=\frac{U_\infty}{4k^2}\,\frac{4k^2}{(k+k')^2}=\frac{U_\infty}{(k+k')^2},\tag{4}$$

in agreement with (2). Dividing (3) by (4) removes the prefactors:

$$\frac{r}{r_F}=\frac{1}{\rho_\infty}\int\frac{d\rho}{dz}\left[\frac{\psi(z)}{t_F}\right]^2dz.\tag{5}$$

## 3. The kinematic step

Equation (5) still contains the unknown wave. If scattering is weak, the wave in the structured region is nearly the incident one: $\psi=e^{ikz}+O(\rho)$ and $t_F=1+O(\rho)$ at fixed $q$. To leading order in the density, $[\psi/t_F]^2$ becomes $e^{2ikz}=e^{iqz}$, and

$$\boxed{\frac{R(q)}{R_F(q)}\approx|F(q)|^2,\qquad F(q)=\frac{1}{\rho_\infty}\int\frac{d\rho}{dz}\,e^{iqz}\,dz.}\tag{6}$$

This is the master formula. It is an approximation, and its error in the ratio starts at first order in the density.

**Why divide by the full $R_F$?** Inserting $\psi\approx e^{ikz}$ directly into (3) gives the bare Born result

$$R\approx\left(\frac{q_c}{2q}\right)^4|F(q)|^2.$$

At leading order this is equivalent to (6). The two differ near $q_c$. By (4), $R_F=(q_c/2q)^4|t_F|^4$, so the full $R_F$ retains the enhancement of the field at the surface, which the bare result drops. If the interface is thin compared with both $1/q$ and $1/q_c$, the true wave hardly varies across it and equals $t_F$ there. The bracket in (5) is then close to 1, and so is $e^{iqz}$. For thin interfaces across which the density rises monotonically, (6) therefore remains good where scattering is no longer weak. If the density overshoots $\rho_\infty$, as in a cap denser than the substrate, $d\rho/dz$ has positive and negative parts larger than $\rho_\infty$, and these magnify the small departures from 1. For a sharp cap of 2.44 e/Å$^3$ on the model substrate at $q=1.1\,q_c$, (6) is too high by 14 % at a thickness of 5 Å and by 44 % at 10 Å.

**What $F$ can tell.** Since $\int\rho'dz=\rho_\infty$, $F(0)=1$. Write $p=\rho'/\rho_\infty$, which has unit integral. For real $\rho$,

$$|F|^2=\iint p(z)p(z')\cos[q(z-z')]\,dz\,dz'\approx1-\frac{q^2}{2}\iint p(z)p(z')(z-z')^2dz\,dz'=1-q^2\left(\langle z^2\rangle-\langle z\rangle^2\right),$$

where the averages are taken with $p$. When $q$ times the width of the profile is small, (6) thus depends on the profile through the variance of its gradient alone. It is a true variance only for a monotonic profile, where $p\ge0$. For a sharp layer of density $\rho_1$ and thickness $d$ it equals $\rho_1(\rho_\infty-\rho_1)d^2/\rho_\infty^2$, which is negative, and can far exceed $d^2$ in size, when the layer is denser than the substrate. Finer shape enters at larger $q$.

Replacing $p(z)$ by $p(-z)$ turns $F$ into $F^*$ and leaves $|F|^2$ unchanged. Within (6), a profile and the one with its gradient reversed in depth cannot be told apart.

## 4. One smooth interface

Let the gradient be a Gaussian of width $\sigma$ centred at $z=0$. Completing the square,

$$-\frac{z^2}{2\sigma^2}+iqz=-\frac{(z-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The first term integrates to the usual Gaussian norm, because the integrand is analytic and decays at both ends, so the path may be shifted. Hence

$$F=e^{-q^2\sigma^2/2},\qquad \frac{R}{R_F}\approx e^{-q^2\sigma^2}.$$

Parts of the wave reflected at different depths in the interface interfere, and the specular beam weakens once $q\sigma$ approaches 1.

A linear ramp of width $w$ serves as a second case. Here $p=1/w$ for $|z|<w/2$, and

$$F=\frac1w\int_{-w/2}^{w/2}e^{iqz}dz=\frac{\sin(qw/2)}{qw/2}.$$

Its square starts as $1-q^2w^2/12$, and $w^2/12$ is indeed the variance of a uniform distribution. At small $q$ the ramp looks like a Gaussian interface with $\sigma=w/\sqrt{12}$. At large $q$ it differs: its corners produce zeros at $qw=2\pi,4\pi,\dots$

**Test near the critical value.** Take $\sigma=3$ Å and $q=1.1\,q_c=0.03464$ Å$^{-1}$. Then $q^2\sigma^2=0.0108$ and $|F|^2=0.9893$.

- Wave equation: $R=0.1689$.
- Master formula: $0.1696\times0.9893=0.1678$, which is 0.6 % below the wave equation.
- Bare Born result: $(1/2.2)^4\times0.9893=0.0422$, too small by a factor of four.

The factor of four is the field enhancement. With $r_F=\sqrt{0.1696}=0.412$, $t_F^4=1.412^4\approx3.97$. From here up to 0.40 Å$^{-1}$ the relative error of the master formula for this interface does not exceed 0.63 %.

## 5. A film on the substrate

Now add a film of density $\rho_1=0.40$ e/Å$^3$ and thickness $d=100$ Å. The density rises by $\rho_1$ at $z=0$, smeared by $\sigma_1=3$ Å, and by $\rho_\infty-\rho_1$ at $z=d$, smeared by $\sigma_2=5$ Å. The Fourier integral is linear in $\rho'$, and a displacement by $d$ contributes a factor $e^{iqd}$, so

$$F=A_1+A_2e^{iqd},\qquad A_1=\frac{\rho_1}{\rho_\infty}e^{-q^2\sigma_1^2/2},\qquad A_2=\frac{\rho_\infty-\rho_1}{\rho_\infty}e^{-q^2\sigma_2^2/2},$$

$$|F|^2=A_1^2+A_2^2+2A_1A_2\cos(qd).\tag{7}$$

The oscillations are the interference of the two interfaces. Their period in $q$ is $2\pi/d$. Their contrast, $2A_1A_2/(A_1^2+A_2^2)$, falls with $q$ here because the buried interface has the smaller density step and the larger width; with equal widths (7) gives a constant contrast. For $d\to0$ and equal widths, (7) returns to the single interface of section 4.

**Numbers at $q=0.20$ Å$^{-1}$.** The amplitudes are $A_1=0.5714\,e^{-0.18}=0.4773$ and $A_2=0.4286\,e^{-0.50}=0.2599$. The phase is $qd=20$ rad, with cosine 0.4081. Then

$$|F|^2=0.2278+0.0675+2(0.4773)(0.2599)(0.4081)=0.397.$$

The wave equation gives $R/R_F=0.430$. The master formula is 8 % too low, much worse than for the single interface.

## 6. Where the error comes from

In the film the wave does not propagate with $k$ but with $k_1=\sqrt{k^2-4\pi r_e\rho_1}$. When it reaches the buried interface its phase is about $k_1d$, and $\psi^2$ in (5) doubles this. The phase $qd$ in (7) should therefore be $q_1d$, with

$$q_1=2k_1=\sqrt{q^2-q_{c1}^2},\qquad q_{c1}^2=16\pi r_e\rho_1,$$

where $q_{c1}=0.0238$ Å$^{-1}$ here. Since $q^2-q_1^2=(q-q_1)(q+q_1)$, the phase error is

$$\delta=(q-q_1)d=\frac{q_{c1}^2d}{q+q_1}\approx\frac{q_{c1}^2d}{2q}.\tag{8}$$

For a film whose two interfaces both reflect appreciably, (6) thus requires $\delta\ll1$; being above $q_c$ is not enough. The phase error changes the ratio by at most $2|A_1A_2|\delta$, so it matters less when one amplitude is small, and near a deep minimum the relative error can be large even for small $\delta$. This phase error grows with thickness, because refraction accumulates along the path.

At $q=0.20$ Å$^{-1}$, $\delta=0.142$ rad. The cosine becomes $\cos(19.858)=0.533$, and (7) gives 0.428 instead of 0.397, within 0.5 % of the wave equation. This correction changes the phase alone; it leaves out changes of the amplitudes and repeated reflections inside the film. The ratio $R/R_F$ at four values of $q$ is:

| $q$ (Å$^{-1}$) | wave equation | master | corrected phase |
|---|---|---|---|
| 0.10 | 0.037 | 0.095 | 0.045 |
| 0.20 | 0.430 | 0.397 | 0.428 |
| 0.30 | 0.171 | 0.181 | 0.171 |
| 0.40 | 0.061 | 0.059 | 0.061 |

The sign of the error follows from the phase. To first order in $\delta$,

$$2A_1A_2\left[\cos(qd-\delta)-\cos(qd)\right]\approx2A_1A_2\,\delta\sin(qd).$$

Unless $\sin(qd)$ is close to zero, where the neglected terms decide, the master value is too low for $\sin(qd)>0$ (20 and 40 rad) and too high for $\sin(qd)<0$ (10 and 30 rad), as in the table.

At 0.10 Å$^{-1}$ the master formula is wrong by a factor of 2.5. Here $\delta=0.29$ rad, and the interference term cancels most of $A_1^2+A_2^2=0.44$, so a moderate absolute error is large relative to what remains. The corrected phase leaves an excess of about 20 %, which I have not resolved into its causes. Between 0.15 and 0.40 Å$^{-1}$ the correction lowers the root-mean-square error of $R/R_F$ from 0.017 to 0.0017.

**Test of the order of the error.** Multiply all densities by a common factor. $F$ does not change, but $\delta$ shrinks in proportion. At $q=0.20$ Å$^{-1}$ the error of the ratio is 0.00336 for the factor 0.10 and 0.00168 for 0.05. Halving the density halves the error, as expected for a first-order term. The phase estimate for the factor 0.10, $2(0.4773)(0.2599)(0.0142)(0.913)=0.0032$, accounts for most of it.

## 7. Consequence for the measured thickness

The minima of (7) lie near $qd=(2m+1)\pi$; the slow decay of the amplitudes moves them slightly. With refraction the same condition applies to $q_1$, so well above $q_c$ each minimum of $R/R_F$ appears close to $q=\sqrt{q_1^2+q_{c1}^2}$, higher by about $q_{c1}^2/(2q)$. The minima of $R$ itself lie higher still, because $R_F$ falls steeply; the curve is therefore divided by $R_F$ first. The positions, in Å$^{-1}$, are:

| wave equation | master | shift | $q_{c1}^2/(2q)$ |
|---|---|---|---|
| 0.15879 | 0.15702 | 0.00178 | 0.00180 |
| 0.22110 | 0.21983 | 0.00127 | 0.00129 |
| 0.28369 | 0.28270 | 0.00098 | 0.00100 |

The predicted shifts agree with the computed ones to about 2 %.

The shift decreases with $q$, so it also compresses the fringe spacing. The first and third minima are two periods apart. Reading the thickness from the wave-equation positions with the kinematic rule gives

$$d=\frac{4\pi}{0.28369-0.15879}=100.6\ \text{Å},$$

which is 0.6 % too large. Converting each position to $q_1$ first gives $0.28269-0.15700=0.12569$ Å$^{-1}$ and $d=100.0$ Å.

## 8. The lower end of the range

Below $q_c$ the formula misses a constraint that the corrected phase of section 6 does not restore. For real $\rho$, equation (1) makes $\mathrm{Im}(\psi^*\psi')$ independent of $z$. In vacuum it equals $k(1-|r|^2)$; deep inside, the wave decays and it vanishes. So $R=1$ whatever the profile, and $R/R_F=1$ as well. The Fourier factor knows nothing of this conservation law: $|F|^2$ is close to 1 when the whole profile is monotonic and thin compared with $1/q$, but in general not otherwise; a 10 Å cap of 2.44 e/Å$^3$ gives $|F|^2=1.55$ at $q=0.8\,q_c$, although $qd$ is only 0.25. For the film at $q=0.8\,q_c$ the wave equation gives 1.0000 and the master formula 0.11. A non-absorbing sample in total reflection carries no information about its profile in $R$; the information starts above $q_c$. Real samples absorb: $R$ then stays below 1 under $q_c$, and by how much depends on the profile.

The numerical output below lists the values for the single interface and the 100 Å film with further digits.

## Computed values

```
classical electron radius = 2.81794e-05 A
film density = 0.40, substrate density = 0.70 e/A^3
film thickness = 100 A
widths: surface = 3 A, buried = 5 A
critical q: substrate = 0.03149, film = 0.02380 1/A
identity, real density: largest relative error = 6.5e-13
identity, absorbing: largest relative error = 3.1e-13
single interface at q = 1.1 q_c = 0.03464 1/A:
  R wave equation = 0.16885, R_F = 0.16961
  R master = 0.16779, R bare Born = 0.04223
  largest relative error, 1.1 q_c to 0.40 1/A = 0.63 %
at q = 0.40 1/A: R_F = 2.4151e-06, (q_c/2q)^4 = 2.4002e-06
film: q (1/A), R, R_F, R/R_F, master, master with corrected phase
  0.10  2.5431e-05  6.8114e-04  0.0373  0.0947  0.0452
  0.20  1.6920e-05  3.9376e-05  0.4297  0.3966  0.4277
  0.30  1.3147e-06  7.6701e-06  0.1714  0.1810  0.1710
  0.40  1.4674e-07  2.4151e-06  0.0608  0.0592  0.0610
at q = 0.20 1/A: A1 = 0.4773, A2 = 0.2599
  phase q d = 20.000 rad, cosine = 0.4081
  phase error q_c1^2 d/(2q) = 0.1416 rad
rms error of R/R_F, q = 0.15 to 0.40 1/A: master = 0.01735, corrected phase = 0.00169
fringe minima (1/A): wave equation, master, shift, q_c1^2/(2q)
  0.15879  0.15702  0.00178  0.00180
  0.22110  0.21983  0.00127  0.00129
  0.28369  0.28270  0.00098  0.00100
error of R/R_F at q = 0.20 1/A, all densities times 0.10: 0.003360
  all densities times 0.05: 0.001681, quotient = 1.999
film at q = 0.8 q_c = 0.02519 1/A: R/R_F = 1.0000, master = 0.1118
```
